**Rode iteration and relaxation-time errors for polar-optical phonons**

The program solves the linearized Boltzmann equation for a parabolic band of mass `m`, phonon energy `omega` and temperature `T`, all in Hartree atomic units. The unknown `lam` is the vector mean free path, `N` the phonon occupation, `f` the Fermi function and `EF` the Fermi level. It asserts that the linearized operator agrees with finite differences of the nonlinear golden-rule collision integral, and that the ladder mobility agrees with a dense solution using numerical angular integrals. It also asserts agreement between Rode iteration and a direct solve, monotonic convergence, the error bounds and the low-temperature laws. For the model at 300 K the full mobility is about 1930 cm²/(V s). Relative to it, the out-rate, 1−cos and momentum-loss approximations err by about −22%, +30% and +145%. Adding acoustic scattering lowers the mobility to about 1500 cm²/(V s) and reduces all three errors in this example.

## Verification by program

```python
"""
Result under test: for polar-optical phonons in a parabolic band, Rode
iteration from zero converges monotonically from below to the solution of the
linearized Boltzmann equation. Its first iterate is the out-rate
relaxation-time approximation (RTA), whose error has two-sided bounds and
a closed low-temperature law.

Hartree atomic units. m: band mass; omega: phonon energy; T: temperature as
an energy; EF: Fermi level from the band edge; N: phonon occupation;
f: Fermi function; lam: vector mean free path, defined by
distribution = f + force * cos(theta) * f*(1-f)*lam/T.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit, gamma

m, omega = 0.2, 0.0033
eps_inf, eps_static = 5.0, 10.0
T0, acoustic_path = 0.00095, 5000.0
inv_eps = 1 / eps_inf - 1 / eps_static
strength = m * omega * inv_eps
alpha = inv_eps * np.sqrt(m / (2 * omega))

bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
to_cm2 = sc.e * bohr**2 / sc.hbar * 1e4
to_fs = sc.hbar / hartree * 1e15


def shell(k_low, k_high):
    """Closed angular integrals between two energy shells."""
    x = k_low / k_high
    log_term = 2 * np.arctanh(x)
    return log_term, (1 + x * x) / (2 * x) * log_term - 1


def ladder(T, EF, path=np.inf, nodes=60, rungs=24):
    """Rates on energies omega*(s^2+n), with Gauss nodes s in (0,1)."""
    s, w = np.polynomial.legendre.leggauss(nodes)
    s, w = (s + 1) / 2, w / 2
    E = omega * (s**2 + np.arange(rungs)[:, None])
    k = np.sqrt(2 * m * E)
    k_up = np.sqrt(2 * m * (E + omega))
    N = 1 / np.expm1(omega / T)
    f = expit((EF - E) / T)
    L_up, B_up = shell(k, k_up)

    def lower(a):
        return np.vstack([np.zeros((1, nodes)), a[:-1]])

    L_dn, B_dn, k_dn = lower(L_up), lower(B_up), lower(k)
    R_up = N + expit((EF - E - omega) / T)
    R_dn = N + 1 - lower(f)
    pre = strength / k
    elastic = k / (m * path)
    out = elastic + pre * (R_up * L_up + R_dn * L_dn)
    in_up, in_dn = pre * R_up * B_up, pre * R_dn * B_dn
    angle = out - in_up - in_dn
    momentum = elastic + pre * (R_up * (L_up - k_up / k * B_up)
                                + R_dn * (L_dn - k_dn / k * B_dn))
    dE = 2 * omega * s * w
    norm = 3 * np.sum(m * k * f * dE)
    current = k**2 * f * (1 - f) / T * dE / norm
    return SimpleNamespace(E=E, k=k, v=k / m, N=N, out=out, in_up=in_up,
                           in_dn=in_dn, angle=angle, momentum=momentum,
                           current=current, cosine=B_up / L_up,
                           L_up=L_up, B_up=B_up,
                           density=norm / (3 * np.pi**2))


def mobility(lad, lam):
    return np.sum(lad.current * lam)


def direct_solution(lad):
    """Direct solution of the tridiagonal equations of every ladder."""
    rungs, nodes = lad.k.shape
    A = np.tile(np.eye(rungs), (nodes, 1, 1))
    i = np.arange(rungs - 1)
    A[:, i, i + 1] = -(lad.in_up / lad.out)[:-1].T
    A[:, i + 1, i] = -(lad.in_dn / lad.out)[1:].T
    rhs = (lad.v / lad.out).T[:, :, None]
    return np.linalg.solve(A, rhs)[:, :, 0].T


def rode(lad, tolerance=1e-12):
    """Rode iteration from zero; returns lam and all mobilities."""
    lam, history = np.zeros_like(lad.k), []
    for _ in range(500):
        gain = np.zeros_like(lam)
        gain[:-1] += lad.in_up[:-1] * lam[1:]
        gain[1:] += lad.in_dn[1:] * lam[:-1]
        new = (lad.v + gain) / lad.out
        history.append(mobility(lad, new))
        change = np.max(np.abs(new - lam) / new)
        lam = new
        if change < tolerance:
            return lam, np.array(history)
    raise RuntimeError("Rode iteration did not converge")


def spectral_radius(lad):
    """Radius of the symmetrized iteration and of its lowest pair."""
    off = np.sqrt(lad.in_up[:-1] * lad.in_dn[1:]
                  / (lad.out[:-1] * lad.out[1:]))
    rungs, nodes = lad.k.shape
    K = np.zeros((nodes, rungs, rungs))
    i = np.arange(rungs - 1)
    K[:, i, i + 1] = off.T
    K[:, i + 1, i] = off.T
    return np.max(np.abs(np.linalg.eigvalsh(K))), np.max(off[0])


def rta_mobilities(lad):
    return np.array([mobility(lad, lad.v / rate)
                     for rate in (lad.out, lad.angle, lad.momentum)])


# The golden-rule definition, used only by the independent checks.
coupling = 2 * np.pi * omega * inv_eps
mu_nodes, mu_weights = np.polynomial.legendre.leggauss(300)


def nonlinear_collision(E, lam_function, force, T, EF):
    """Pauli-blocked collision integral for k parallel to the force."""
    x, w = np.polynomial.hermite.hermgauss(16)
    width = 0.001 * omega
    N = 1 / np.expm1(omega / T)

    def occupation(energy, cosine):
        f = expit((EF - energy) / T)
        return f + force * f * (1 - f) / T * lam_function(energy) * cosine

    k, here, total = np.sqrt(2 * m * E), occupation(E, 1.0), 0.0
    for sign, forward, back in ((1, N, N + 1), (-1, N + 1, N)):
        if E + sign * omega <= 0:
            continue
        Ep = (E + sign * omega + np.sqrt(2) * width * x)[:, None]
        kp = np.sqrt(2 * m * Ep)
        q2 = k * k + kp * kp - 2 * k * kp * mu_nodes
        golden = 2 * np.pi * coupling / q2 * m * kp / (4 * np.pi**2)
        there = occupation(Ep, mu_nodes)
        balance = back * there * (1 - here) - forward * here * (1 - there)
        total += np.sum((w / np.sqrt(np.pi))[:, None] * mu_weights
                        * golden * balance)
    return total


def linear_operator(E, lam_function, T, EF):
    """Closed form of the linearized loss acting on lam."""
    k, N, result = np.sqrt(2 * m * E), 1 / np.expm1(omega / T), 0.0
    for sign in (1, -1):
        Ep = E + sign * omega
        if Ep <= 0:
            continue
        kp, fp = np.sqrt(2 * m * Ep), expit((EF - Ep) / T)
        L, B = shell(min(k, kp), max(k, kp))
        thermal = N + fp if sign == 1 else N + 1 - fp
        result += strength / k * thermal * (
            L * lam_function(E) - B * lam_function(Ep))
    return result


trials = (lambda e: np.sqrt(2 * e / m), lambda e: 0.1 + 0.05 * e / omega)
for EF_test in (-2 * T0, 2 * T0):
    for E_test in (0.4 * omega, 1.6 * omega):
        for trial in trials:
            h = 1e-3
            slope = (nonlinear_collision(E_test, trial, h, T0, EF_test)
                     - nonlinear_collision(E_test, trial, -h, T0, EF_test)
                     ) / (2 * h)
            f = expit((EF_test - E_test) / T0)
            closed = -f * (1 - f) / T0 * linear_operator(
                E_test, trial, T0, EF_test)
            # The finite width of the energy delta limits the agreement.
            assert abs(slope / closed - 1) < 2e-4


def dense_mobility(T, EF, per_rung=60, rungs=16):
    """Dense solution with numerical angular integrals, midpoint grid."""
    s = (np.arange(per_rung) + 0.5) / per_rung
    E = (omega * (s**2 + np.arange(rungs)[:, None])).ravel()
    dE = np.tile(2 * omega * s / per_rung, rungs)
    k, f = np.sqrt(2 * m * E), expit((EF - E) / T)
    N, dos = 1 / np.expm1(omega / T), m * k / (4 * np.pi**2)
    lo = np.arange(len(E) - per_rung)
    hi = lo + per_rung
    q2 = (k[lo]**2 + k[hi]**2)[:, None] - 2 * (k[lo] * k[hi])[:, None] * mu_nodes
    golden = 2 * np.pi * coupling / q2
    j0, j1 = golden @ mu_weights, golden @ (mu_weights * mu_nodes)
    with_hi = N * (1 - f[hi]) + (N + 1) * f[hi]
    with_lo = (N + 1) * (1 - f[lo]) + N * f[lo]
    A = np.zeros((len(E), len(E)))
    A[lo, lo] += dos[hi] * j0 * with_hi
    A[hi, hi] += dos[lo] * j0 * with_lo
    A[lo, hi] -= dos[hi] * j1 * with_lo
    A[hi, lo] -= dos[lo] * j1 * with_hi
    g = np.linalg.solve(A, k / m * f * (1 - f) / T)
    k_max = np.sqrt(2 * m * 50 * T)
    density = quad(lambda p: p * p / np.pi**2
                   * expit((EF - p * p / (2 * m)) / T), 0, k_max,
                   epsabs=0, epsrel=1e-10)[0]
    return np.sum(k**2 * g * dE) / (3 * np.pi**2 * density)


dense_values = []
for EF_test in (-2 * T0, 2 * T0):
    lad = ladder(T0, EF_test)
    dense = dense_mobility(T0, EF_test)
    dense_values.append(dense)
    # The midpoint grid of the dense solution limits the agreement.
    assert abs(dense / mobility(lad, direct_solution(lad)) - 1) < 1e-3


def analyse(T, path=np.inf):
    """Solve one case and check convergence and all proven bounds."""
    lad = ladder(T, -2 * T, path)
    full = direct_solution(lad)
    mu = mobility(lad, full)
    lam, history = rode(lad)
    assert np.max(np.abs(lam / full - 1)) < 1e-10
    fine = ladder(T, -2 * T, path, nodes=90, rungs=30)
    assert abs(mobility(fine, direct_solution(fine)) / mu - 1) < 1e-7
    rho, pair = spectral_radius(lad)
    assert rho < 1
    n = np.arange(1, len(history) + 1)
    assert np.all(np.diff(history) > -1e-12 * mu)
    assert np.all(mu - history > -1e-11 * mu)
    assert np.all(mu - history
                  <= history[0] * rho**n / (1 - rho) + 1e-11 * mu)
    kappa = history[1] / history[0] - 1
    lower = history[0] / (1 - kappa)
    assert history[1] < lower <= mu
    rta = rta_mobilities(lad)
    constant = mobility(lad, lad.v)
    kohler = constant**2 / mobility(lad, lad.v * lad.momentum)
    assert kohler <= mu and kohler <= rta[2]
    return SimpleNamespace(lad=lad, mu=mu, history=history, rho=rho,
                           pair=pair, lower=lower, rta=rta, kohler=kohler,
                           error=100 * (rta / mu - 1))


base = analyse(T0)
mixed = analyse(T0, acoustic_path)
assert abs(mixed.error[0]) < abs(base.error[0])

# Low-temperature laws, tested with the complete ladder solution.
t = 0.005
cold = ladder(t * omega, -20 * t * omega, nodes=100)
cold_lam = direct_solution(cold)
cold_mu, cold_rta = mobility(cold, cold_lam), rta_mobilities(cold)
round_trip = cold.v[0] / (cold.out[0] * (1 - cold.cosine[0]**2))
assert np.max(np.abs(cold_lam[0] / round_trip - 1)) < 1e-6
cold_scaled = cold_mu * 2 * alpha * omega * cold.N * m
slope_mu = (cold_scaled - 1) / t
slope_out = (cold_mu / cold_rta[0] - 1) / t
slope_angle = (cold_rta[1] / cold_mu - 1) / np.sqrt(t)
angle_law = 2 / 3 * gamma(3) / gamma(2.5)
# Next-order terms in T/omega set these tolerances.
assert abs(slope_mu / (55 / 36) - 1) < 0.03
assert abs(slope_out / (10 / 9) - 1) < 0.03
assert abs(slope_angle / angle_law - 1) < 0.05
assert abs(cold_rta[2] / cold_mu / 3 - 1) < 0.01

density = base.lad.density
debye = np.sqrt(4 * np.pi * density / (eps_static * T0))
plasma = np.sqrt(4 * np.pi * density / (eps_inf * m))
print(f"band mass: {m} electron masses")
print(f"phonon energy: {omega} hartree")
print(f"dielectric constants: {eps_inf}, {eps_static}")
print(f"temperature: {T0} hartree = {T0*hartree/sc.k:.1f} K")
print(f"Fermi level: {-2*T0:.5f} hartree")
print(f"Froehlich constant alpha: {alpha:.4f}")
print(f"phonon occupation N: {base.lad.N:.5f}")
print(f"density: {density:.4e} bohr^-3 = {density/(bohr*100)**3:.3e} cm^-3")
print(f"Debye wave number: {debye:.5f} bohr^-1")
print(f"phonon wave number sqrt(2 m omega): {np.sqrt(2*m*omega):.5f} bohr^-1")
print(f"plasma energy: {plasma:.6f} hartree")

E1 = omega / 2
k1, k2 = np.sqrt(2 * m * E1), np.sqrt(2 * m * (E1 + omega))
L1, B1 = shell(k1, k2)
R1 = base.lad.N + expit((-2 * T0 - E1 - omega) / T0)
out1 = strength / k1 * R1 * L1
angle1 = strength / k1 * R1 * (L1 - B1)
mom1 = strength / k1 * R1 * (L1 - k2 / k1 * B1)
print(f"at E=omega/2: k={k1:.5f}, k'={k2:.5f} bohr^-1")
print(f"at E=omega/2: Lambda={L1:.5f}, B={B1:.5f}, cosine={B1/L1:.5f}")
print(f"at E=omega/2: thermal factor={R1:.5f}")
print(f"at E=omega/2: out-rate={out1:.4e} hartree")
print(f"at E=omega/2: out-time={to_fs/out1:.2f} fs")
print(f"at E=omega/2: 1-cos rate={angle1:.4e} hartree")
print(f"at E=omega/2: momentum-loss rate={mom1:.4e} hartree")

print(f"mobility atomic unit: {to_cm2:.6f} cm^2/(V s)")
for j in range(6):
    print(f"Rode iterate {j+1}: mobility={base.history[j]:.2f} a.u.")
print(f"Rode steps to 1e-12 change: {len(base.history)}")
print(f"full mobility: {base.mu:.2f} a.u. = {base.mu*to_cm2:.1f} cm^2/(V s)")
print(f"dense check mobility: {dense_values[0]:.2f} a.u.")
print(f"spectral radius: {base.rho:.5f}; lowest pair: {base.pair:.5f}")
print(f"lower bound from two iterates: {base.lower:.2f} a.u.")
print(f"upper bound: {base.history[0]/(1-base.rho):.2f} a.u.")
print(f"Kohler lower bound: {base.kohler:.2f} a.u.")
for name, value, error in zip(("out-rate", "1-cos", "momentum-loss"),
                              base.rta, base.error):
    print(f"{name} RTA: mobility={value:.2f} a.u., error={error:+.2f} %")
print("scan: T (hartree), mobility (a.u.), errors out/1-cos/momentum (%)")
for T in (0.0003, 0.0005, 0.00095, 0.0015, 0.002):
    case = analyse(T)
    e = case.error
    print(f"{T:.5f}, {case.mu:.5g}, {e[0]:+.2f}/{e[1]:+.2f}/{e[2]:+.2f}")
print(f"acoustic mean free path: {acoustic_path:.0f} bohr")
print(f"mobility with acoustic: {mixed.mu:.2f} a.u. = "
      f"{mixed.mu*to_cm2:.1f} cm^2/(V s)")
e = mixed.error
print(f"errors with acoustic: {e[0]:+.2f}/{e[1]:+.2f}/{e[2]:+.2f} %")
print(f"cold test T/omega: {t}")
print(f"cold 2*alpha*omega*N*m*mobility: {cold_scaled:.6f}")
print(f"cold mobility slope: {slope_mu:.4f}; law: {55/36:.4f}")
print(f"cold out-rate error slope: {slope_out:.4f}; law: {10/9:.4f}")
print(f"cold 1-cos coefficient: {slope_angle:.4f}; law: {angle_law:.4f}")
print(f"cold momentum-loss/full mobility: {cold_rta[2]/cold_mu:.4f}")
print("success")
```

Output:

```
band mass: 0.2 electron masses
phonon energy: 0.0033 hartree
dielectric constants: 5.0, 10.0
temperature: 0.00095 hartree = 300.0 K
Fermi level: -0.00190 hartree
Froehlich constant alpha: 0.5505
phonon occupation N: 0.03199
density: 4.3002e-08 bohr^-3 = 2.902e+17 cm^-3
Debye wave number: 0.00754 bohr^-1
phonon wave number sqrt(2 m omega): 0.03633 bohr^-1
plasma energy: 0.000735 hartree
at E=omega/2: k=0.02569, k'=0.04450 bohr^-1
at E=omega/2: Lambda=1.31696, B=0.52069, cosine=0.39537
at E=omega/2: thermal factor=0.03273
at E=omega/2: out-rate=1.1075e-04 hartree
at E=omega/2: out-time=218.42 fs
at E=omega/2: 1-cos rate=6.6960e-05 hartree
at E=omega/2: momentum-loss rate=3.4906e-05 hartree
mobility atomic unit: 0.042544 cm^2/(V s)
Rode iterate 1: mobility=35426.19 a.u.
Rode iterate 2: mobility=38175.20 a.u.
Rode iterate 3: mobility=43591.82 a.u.
Rode iterate 4: mobility=44016.29 a.u.
Rode iterate 5: mobility=45003.68 a.u.
Rode iterate 6: mobility=45077.33 a.u.
Rode steps to 1e-12 change: 54
full mobility: 45334.74 a.u. = 1928.7 cm^2/(V s)
dense check mobility: 45337.54 a.u.
spectral radius: 0.49743; lowest pair: 0.48356
lower bound from two iterates: 38406.46 a.u.
upper bound: 70490.10 a.u.
Kohler lower bound: 15594.93 a.u.
out-rate RTA: mobility=35426.19 a.u., error=-21.86 %
1-cos RTA: mobility=58925.34 a.u., error=+29.98 %
momentum-loss RTA: mobility=111035.23 a.u., error=+144.92 %
scan: T (hartree), mobility (a.u.), errors out/1-cos/momentum (%)
0.00030, 9.128e+07, -8.56/+28.29/+182.19
0.00050, 1.1677e+06, -12.72/+33.77/+173.28
0.00095, 45335, -21.86/+29.98/+144.92
0.00150, 10263, -32.99/+15.28/+94.74
0.00200, 5281.7, -40.43/+7.38/+58.32
acoustic mean free path: 5000 bohr
mobility with acoustic: 35272.35 a.u. = 1500.6 cm^2/(V s)
errors with acoustic: -18.31/+19.18/+82.22 %
cold test T/omega: 0.005
cold 2*alpha*omega*N*m*mobility: 1.007604
cold mobility slope: 1.5208; law: 1.5278
cold out-rate error slope: 1.1039; law: 1.1111
cold 1-cos coefficient: 0.9981; law: 1.0030
cold momentum-loss/full mobility: 2.9885
success
```
